# Comment on extracting a bulk gap from total energies of dots: test program

```python
"""Result under test: with a smooth (semilocal) density functional, the energy
difference I - A = E(N+1) + E(N-1) - 2 E(N) of a growing semiconductor dot tends
to the bulk Kohn-Sham (KS) gap, not to the true gap.
Three models:
 chain : half-filled dimerised Hubbard chain, hoppings T_IN (inside a dimer) and
         T_OUT (between dimers), repulsion U_SITE; exact diagonalisation against
         the smooth local functional U n^2/4 per site (energies in units of T_IN);
 cube  : two-band lattice dot of length^3 sites with Coulomb repulsion and local
         exchange, solved self-consistently for N and N+-1 electrons (eV);
 sphere: effective-mass carriers in a dielectric sphere, rough silicon-like (eV, nm).
"""
import numpy as np
from scipy import constants as sc, sparse
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.spatial.distance import cdist

# ---------------------------------------------------------------- Hubbard chain
T_IN, T_OUT, U_SITE = 1.0, 0.3, 4.0


def chain_hops(dimers):
    return [T_IN if j % 2 == 0 else T_OUT for j in range(2 * dimers - 1)]


def one_spin(sites, count, hops):
    """Hopping matrix and occupation table for one spin species."""
    masks = [m for m in range(1 << sites) if bin(m).count("1") == count]
    where = {m: i for i, m in enumerate(masks)}
    rows, cols, vals = [], [], []
    for m in masks:
        for j, hop in enumerate(hops):
            if (m >> j & 1) != (m >> (j + 1) & 1):
                rows.append(where[m ^ (3 << j)])
                cols.append(where[m])
                vals.append(-hop)
    kinetic = sparse.csr_matrix(
        (np.array(vals, float), (np.array(rows, int), np.array(cols, int))),
        shape=(len(masks), len(masks)))
    occupation = np.array([[m >> j & 1 for j in range(sites)] for m in masks], float)
    return kinetic, occupation


def exact_chain(dimers, extra):
    """Exact ground-state energy and site density with `extra` added electrons."""
    hops = chain_hops(dimers)
    t_up, n_up = one_spin(2 * dimers, dimers + extra, hops)
    t_dn, n_dn = one_spin(2 * dimers, dimers, hops)
    size_up, size_dn = len(n_up), len(n_dn)
    ham = (sparse.kron(t_up, sparse.identity(size_dn))
           + sparse.kron(sparse.identity(size_up), t_dn)
           + sparse.diags(U_SITE * (n_up @ n_dn.T).ravel())).tocsr()
    if ham.shape[0] < 450:
        values, vectors = np.linalg.eigh(ham.toarray())
    else:
        values, vectors = eigsh(ham, k=1, which="SA", v0=np.ones(ham.shape[0]))
    weight = (vectors[:, 0] ** 2).reshape(size_up, size_dn)
    return values[0], weight.sum(1) @ n_up + weight.sum(0) @ n_dn


def smooth_chain(dimers, extra):
    """Self-consistent energy with the smooth local functional U n^2/4."""
    hops = np.array(chain_hops(dimers))
    hopping = -np.diag(hops, 1) - np.diag(hops, -1)
    filling = np.r_[2 * np.ones(dimers), np.zeros(dimers)]
    if extra == 1:
        filling[dimers] = 1
    if extra == -1:
        filling[dimers - 1] = 1
    density = np.ones(2 * dimers)
    for _ in range(1500):
        potential = U_SITE * density / 2
        levels, orbitals = np.linalg.eigh(hopping + np.diag(potential))
        new = orbitals ** 2 @ filling
        energy = filling @ levels - potential @ new + U_SITE / 4 * np.sum(new ** 2)
        if np.max(np.abs(new - density)) < 1e-8:
            return energy
        density = density + 0.15 * (new - density)
    raise AssertionError("chain not converged")


def energy_gap(energy_of):
    return energy_of(1) + energy_of(-1) - 2 * energy_of(0)


k_points = np.linspace(0, 2 * np.pi, 2001)
chain_ks = np.min(2 * np.abs(T_IN + T_OUT * np.exp(1j * k_points)))
exact_gap, density_error = {}, 0.0
for M in range(1, 6):
    exact_gap[M] = energy_gap(lambda x: exact_chain(M, x)[0])
    if M < 5:
        density_error = max(density_error, np.max(np.abs(exact_chain(M, 0)[1] - 1)))
smooth_gap = {M: energy_gap(lambda x: smooth_chain(M, x))
              for M in (1, 2, 3, 4, 5, 10, 20, 40)}


def extrapolate(m1, m2):
    """Carrier hopping between dimers: gap linear in cos(pi/(M+1))."""
    x1, x2 = np.cos(np.pi / (m1 + 1)), np.cos(np.pi / (m2 + 1))
    return exact_gap[m2] + (exact_gap[m2] - exact_gap[m1]) * (1 - x2) / (x2 - x1)


exact_limit = extrapolate(4, 5)
assert abs(exact_gap[1] - (np.sqrt(U_SITE**2 + 16 * T_IN**2) - 2 * T_IN)) < 1e-9
assert density_error < 1e-6
assert abs(exact_limit - extrapolate(3, 4)) < 0.05
assert exact_limit - chain_ks > 1.0
assert 0 < smooth_gap[40] - chain_ks < 0.05
assert smooth_gap[40] < smooth_gap[20] < smooth_gap[10] < smooth_gap[5]

print("CHAIN (units of hopping inside a dimer)")
print(f"hopping between dimers {T_OUT}, repulsion {U_SITE}")
print(f"bulk KS gap {chain_ks:.4f}; largest |exact density-1| {density_error:.0e}")
for M in smooth_gap:
    text = f"{exact_gap[M]:.4f}" if M in exact_gap else "not computed"
    print(f"dimers {M:2d}: I-A smooth {smooth_gap[M]:.4f}, exact {text}")
print(f"exact I-A extrapolated to long chain {exact_limit:.2f}")

# ------------------------------------------------------------ cubic lattice dot
HALF_GAP, TAU, MIX = 0.5, 1.0, 0.5       # eV: half gap, band hopping, band mixing
V_NEAR, U_CELL = 1.0, 2.4                # eV: repulsion at one spacing, on site
SLATER = 0.75 * (3 / np.pi) ** (1 / 3)   # local exchange constant


def e_xc(n):
    return -SLATER * V_NEAR * n ** (4 / 3)


def v_xc(n):
    return -4 / 3 * SLATER * V_NEAR * n ** (1 / 3)


def repulsion(distance):
    return np.where(distance < 1e-9, U_CELL, V_NEAR / np.maximum(distance, 1e-9))


def cube_dot(length, extra):
    """Returns frozen-orbital energy, relaxed energy, Hartree and xc energies.
    Mirror symmetry reduces the cube to one octant; parity +1/-1 per axis."""
    half = length // 2
    cells = half ** 3
    one = np.eye(half)
    axis = np.arange(half) - half + 0.5
    points = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
    coulomb = sum(repulsion(cdist(points, points * np.array([sx, sy, sz])))
                  for sx in (1, -1) for sy in (1, -1) for sz in (1, -1))

    def second_difference(parity):
        m = 2 * one - np.eye(half, k=1) - np.eye(half, k=-1)
        m[-1, -1] -= parity
        return m

    blocks = []
    for parities, copies in (((1, 1, 1), 1), ((1, 1, -1), 3),
                             ((1, -1, -1), 3), ((-1, -1, -1), 1)):
        a, b, c = (second_difference(p) for p in parities)
        lap = (np.kron(np.kron(a, one), one) + np.kron(np.kron(one, b), one)
               + np.kron(np.kron(one, one), c))
        band = HALF_GAP * np.eye(cells) + TAU * lap
        filling = np.r_[2 * np.ones(cells), np.zeros(cells)]
        if copies == 1 and parities[0] == 1:
            if extra == 1:
                filling[cells] = 1
            if extra == -1:
                filling[cells - 1] = 1
        blocks.append((np.block([[-band, MIX * lap], [MIX * lap, band]]),
                       filling, copies))
    density, frozen = 2 * np.ones(cells), None
    for _ in range(80):
        potential = coulomb @ (density - 2) + v_xc(density)
        new, band_energy, tops, bottoms = np.zeros(cells), 0.0, [], []
        for ham, filling, copies in blocks:
            levels, orb = eigh(ham + np.diag(np.r_[potential, potential]),
                               check_finite=False, driver="evd")
            new += copies * (orb[:cells] ** 2 + orb[cells:] ** 2) @ filling / 8
            band_energy += copies * filling @ levels
            tops.append(levels[cells - 1])
            bottoms.append(levels[cells])
        grid = new.reshape(half, half, half)
        new = sum(grid.transpose(p) for p in ((0, 1, 2), (0, 2, 1), (1, 0, 2),
                                              (1, 2, 0), (2, 0, 1), (2, 1, 0)))
        new = new.ravel() / 6
        hartree = 4 * (new - 2) @ coulomb @ (new - 2)
        exchange = 8 * np.sum(e_xc(new))
        energy = band_energy - 8 * potential @ new + hartree + exchange
        if frozen is None:
            frozen = energy
        if np.max(np.abs(new - density)) < 1e-8:
            assert np.argmax(tops) == 0 and np.argmin(bottoms) == 0
            return frozen, energy, hartree, exchange
        density = density + 0.7 * (new - density)
    raise AssertionError("cube not converged")


print("CUBE (eV; length in lattice spacings)")
print(f"bulk KS gap {2*HALF_GAP}, band hopping {TAU}, band mixing {MIX}")
print(f"repulsion at one spacing {V_NEAR}, on site {U_CELL}")
lengths = (4, 6, 8, 10, 12)
excess, xc_part = {}, {}
for length in lengths:
    neutral, plus, minus = (cube_dot(length, x) for x in (0, 1, -1))
    relaxed_gap = plus[1] + minus[1] - 2 * neutral[1]
    frozen_gap = plus[0] + minus[0] - 2 * neutral[1]
    kin = 6 * (1 - np.cos(np.pi / (length + 1)))
    ks_gap = 2 * np.hypot(HALF_GAP + TAU * kin, MIX * kin)
    wave = 2 / (length + 1) * np.sin(np.pi * np.arange(1, length + 1) / (length + 1))**2
    cloud = np.einsum("i,j,k->ijk", wave, wave, wave) * ((length + 1) / 2) ** 0
    cloud = cloud.ravel()
    assert abs(cloud.sum() - 1) < 1e-12
    sites = np.indices((length,) * 3).reshape(3, -1).T.astype(float)
    self_repulsion = cloud @ repulsion(cdist(sites, sites)) @ cloud
    frozen_xc = np.sum(e_xc(2 + cloud) + e_xc(2 - cloud) - 2 * e_xc(2.0))
    assert abs(frozen_gap - (ks_gap + self_repulsion + frozen_xc)) < 1e-6
    xc_part[length] = plus[3] + minus[3] - 2 * neutral[3]
    lower = ks_gap + plus[2] + minus[2] + xc_part[length]
    assert lower - 1e-6 <= relaxed_gap <= frozen_gap + 1e-6
    excess[length] = relaxed_gap - ks_gap
    print(f"length {length:2d}: dot KS gap {ks_gap:.4f}, bounds {lower:.4f} "
          f"{frozen_gap:.4f}, I-A {relaxed_gap:.4f}")


def power(table):
    return np.log(abs(table[12] / table[8])) / np.log(13 / 9)


intercept = (13 * excess[12] - 11 * excess[10]) / 2
assert abs(power(excess) + 1) < 0.1
assert power(xc_part) < -1.9
assert abs(intercept) < 0.015
print(f"(I-A minus dot KS gap): power of size {power(excess):.3f}, "
      f"limit {intercept:.4f} eV")
print(f"xc part at length 12 {xc_part[12]:.5f} eV, power of size {power(xc_part):.2f}")

# ------------------------------------------------------------ dielectric sphere
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9            # e^2, eV nm
KIN = sc.hbar ** 2 / (2 * sc.m_e * sc.e) * 1e18           # hbar^2/2m0, eV nm^2
GAP_KS, GAP_TRUE, EPS = 0.5, 1.1, 12.0                    # rough silicon-like
M_LONG, M_TRANS, M_HOLE = 0.92, 0.19, 0.3
EPS_OXIDE, BARRIER, CELL_EDGE = 4.0, 3.0, 0.54            # -, eV, nm (rough)
M_EL = 3 / (1 / M_LONG + 2 / M_TRANS)


def enclosed(x):
    return x - np.sin(2 * np.pi * x) / (2 * np.pi)


S_IN = quad(lambda x: (enclosed(x) / x) ** 2 if x > 0 else 0.0, 0, 1)[0]

# Poisson equation with a dielectric step, solved on a radial grid (radius 1)
per, outer = 2000, 5
step = 1 / per
r_mid = (np.arange(outer * per) + 0.5) * step
faces = np.arange(1, outer * per + 1) * step
eps_face = np.where(faces < 1 - step / 2, EPS, 1.0)
eps_face[per - 1] = 2 * EPS / (1 + EPS)
link = eps_face * faces ** 2 / step
link[-1] *= 2
source = np.where(r_mid < 1, 2 * np.sin(np.pi * r_mid) ** 2, 0) * step
rhs = source.copy()
rhs[-1] += link[-1] / outer
bands = np.zeros((3, len(r_mid)))
bands[1] = link + np.r_[0, link[:-1]]
bands[0, 1:] = -link[:-1]
bands[2, :-1] = -link[:-1]
poisson_energy = 0.5 * source @ solve_banded((1, 1), bands, rhs)
assert abs(poisson_energy - 0.5 * (1 + S_IN / EPS)) < 1e-3

# polarisation energy of a point carrier, averaged over the lowest envelope
nodes, weights = np.polynomial.legendre.leggauss(300)
nodes, weights = (nodes + 1) / 2, weights / 2


def image_factor(l):
    return (EPS - 1) * (l + 1) / (EPS * (EPS * l + l + 1))


for l in (0, 1, 2, 7):    # boundary conditions at the surface, charge at 0.6 R
    s = 0.6
    reaction = np.linalg.solve([[1, -1], [EPS * l, l + 1]],
                               [-s**l / EPS, (l + 1) * s**l])[0]
    assert abs(reaction - image_factor(l) * s**l) < 1e-12
POINT = sum(image_factor(l) * np.sum(weights * 2 * np.sin(np.pi * nodes)**2
                                    * nodes**(2 * l)) for l in range(400))


def confinement(R):
    return KIN * np.pi ** 2 / R ** 2 * (1 / M_EL + 1 / M_HOLE)


def semilocal(R, eps_out=1.0):
    return GAP_KS + confinement(R) + COUL / R * (1 / eps_out + S_IN / EPS)


def true_dot(R):
    return GAP_TRUE + confinement(R) + COUL / R * POINT


def carrier(R, mass):
    """Frozen and relaxed energy of one added carrier with semilocal self-repulsion."""
    count = 400
    h = R / count
    r = h * np.arange(1, count)
    kin, strength = KIN / mass / h ** 2, COUL / EPS
    potential, frozen = np.zeros(count - 1), None
    for _ in range(600):
        level, u = eigh_tridiagonal(2 * kin + potential, -kin * np.ones(count - 2),
                                    select="i", select_range=(0, 0))
        prob = u[:, 0] ** 2 / np.sum(u[:, 0] ** 2)
        charge = np.cumsum(prob) - prob / 2
        field = charge / r ** 2 * h
        energy = (level[0] - potential @ prob + 0.5 * strength * field @ charge
                  + strength * h / (4 * R ** 2) + COUL / (2 * R))
        if frozen is None:
            frozen = energy
        new = strength * (np.cumsum(field[::-1])[::-1] - field / 2)
        if np.max(np.abs(new - potential)) < 1e-7 * strength / R:
            return frozen, energy
        potential = potential + 0.3 * (new - potential)
    raise AssertionError("carrier not converged")


def relaxation(R):
    pairs = [carrier(R, m) for m in (M_EL, M_HOLE)]
    frozen, relaxed = (sum(p[i] for p in pairs) for i in (0, 1))
    assert abs(frozen / (semilocal(R) - GAP_KS) - 1) < 1e-3
    assert COUL / R < relaxed <= frozen
    return relaxed - frozen


def ball_level(inverse_z, inverse_xy):
    """Lowest level of -(inverse_xy lap_xy + inverse_z d2/dz2) in the unit ball."""
    x, w = np.polynomial.legendre.leggauss(24)
    x, w = (x + 1) / 2, w / 2
    r, c = (g.ravel() for g in np.meshgrid(x, x, indexing="ij"))
    weight = np.outer(w * x ** 2, w).ravel()
    z, rho = r * c, r * np.sqrt(1 - c ** 2)
    f, fz, fr = [], [], []
    for a in range(5):
        for b in range(5 - a):
            g = z ** (2 * a) * rho ** (2 * b)
            f.append((1 - r ** 2) * g)
            fz.append(-2 * z * g + (1 - r ** 2) * 2 * a * g / z)
            fr.append(-2 * rho * g + (1 - r ** 2) * 2 * b * g / rho)
    f, fz, fr = map(np.array, (f, fz, fr))
    stiff = inverse_z * (fz * weight) @ fz.T + inverse_xy * (fr * weight) @ fr.T
    return eigh(stiff, (f * weight) @ f.T, eigvals_only=True)[0]


assert abs(ball_level(1, 1) - np.pi ** 2) < 1e-4
R_MEET = brentq(lambda R: semilocal(R) - GAP_TRUE, 0.5, 100)
R_OXIDE = brentq(lambda R: semilocal(R, EPS_OXIDE) - GAP_TRUE, 0.5, 100)
anisotropy = KIN / R_MEET**2 * (ball_level(1 / M_LONG, 1 / M_TRANS) - np.pi**2 / M_EL)
assert anisotropy < 0


def leakage(mass):
    depth = BARRIER * mass * R_MEET ** 2 / KIN
    y = brentq(lambda y: y * np.cos(y) + np.sqrt(depth - y * y) * np.sin(y),
               np.pi / 2, np.pi)
    return KIN / mass / R_MEET ** 2 * (y ** 2 - np.pi ** 2)


quartic = quad(lambda x: np.sin(np.pi * x)**4 / x**2 if x > 0 else 0.0, 0, 1)[0]
valence_density = 32 / CELL_EDGE ** 3
exchange_self = (-4 / 9 * SLATER * COUL * valence_density ** (-2 / 3)
                 * quartic / np.pi / R_MEET ** 3)
relax_meet, relax_far = relaxation(R_MEET), relaxation(64.0)
assert abs(semilocal(1e5) - GAP_KS) < 1e-4
assert true_dot(64) - semilocal(64) > 0.9 * (GAP_TRUE - GAP_KS)

print("SPHERE (rough silicon-like, in vacuum)")
print(f"gaps: semilocal KS {GAP_KS} eV, true {GAP_TRUE} eV; permittivity {EPS}")
print(f"masses: long {M_LONG}, trans {M_TRANS}, mean electron {M_EL:.3f}, hole {M_HOLE}")
print(f"S {S_IN:.4f}; 1/R factor: semilocal {1+S_IN/EPS:.4f}, true {POINT:.4f}")
print(f"e^2 {COUL:.4f} eV nm; confinement times R^2 {confinement(1):.3f} eV nm^2")
for R in (2, 4, 8, 16, 32, 64):
    print(f"R {R:2d} nm: confinement {confinement(R):.4f}, I-A semilocal "
          f"{semilocal(R):.3f}, true {true_dot(R):.3f} eV")
print(f"semilocal dot equals bulk true gap at R {R_MEET:.2f} nm")
print(f"  there: true dot I-A {true_dot(R_MEET):.3f} eV")
print(f"  same radius with oxide (permittivity {EPS_OXIDE}) {R_OXIDE:.2f} nm")
print("Neglected effects at that vacuum radius:")
print(f"  envelope relaxation {1e3*relax_meet:.2f} meV (at 64 nm {1e3*relax_far:.2f} meV)")
print(f"  anisotropic electron mass {1e3*anisotropy:.1f} meV")
print(f"  leakage, {BARRIER} eV barrier {1e3*(leakage(M_EL)+leakage(M_HOLE)):.1f} meV")
print(f"  oxide surround {1e3*(semilocal(R_MEET, EPS_OXIDE)-GAP_TRUE):.0f} meV")
print(f"  local-exchange self-term {1e3*exchange_self:.3f} meV")
print(f"  thermal energy at 300 K {1e3*sc.k*300/sc.e:.1f} meV")
print(f"  field inside surface {10*COUL/EPS/R_MEET**2:.3f} MV/cm, "
      f"outside {10*COUL/R_MEET**2:.2f} MV/cm")
print("tests ok")
```

It prints:

```
CHAIN (units of hopping inside a dimer)
hopping between dimers 0.3, repulsion 4.0
bulk KS gap 1.4000; largest |exact density-1| 1e-15
dimers  1: I-A smooth 3.0000, exact 3.6569
dimers  2: I-A smooth 2.2269, exact 3.3639
dimers  3: I-A smooth 1.9456, exact 3.2409
dimers  4: I-A smooth 1.8025, exact 3.1806
dimers  5: I-A smooth 1.7166, exact 3.1471
dimers 10: I-A smooth 1.5479, exact not computed
dimers 20: I-A smooth 1.4684, exact not computed
dimers 40: I-A smooth 1.4317, exact not computed
exact I-A extrapolated to long chain 3.07
CUBE (eV; length in lattice spacings)
bulk KS gap 1.0, band hopping 1.0, band mixing 0.5
repulsion at one spacing 1.0, on site 2.4
length  4: dot KS gap 3.4855, bounds 4.0659 4.0815, I-A 4.0735
length  6: dot KS gap 2.2676, bounds 2.6829 2.6974, I-A 2.6899
length  8: dot KS gap 1.7613, bounds 2.0832 2.0971, I-A 2.0899
length 10: dot KS gap 1.5058, bounds 1.7678 1.7813, I-A 1.7743
length 12: dot KS gap 1.3599, bounds 1.5802 1.5934, I-A 1.5864
(I-A minus dot KS gap): power of size -1.012, limit -0.0041 eV
xc part at length 12 -0.00026 eV, power of size -3.13
SPHERE (rough silicon-like, in vacuum)
gaps: semilocal KS 0.5 eV, true 1.1 eV; permittivity 12.0
masses: long 0.92, trans 0.19, mean electron 0.258, hole 0.3
S 0.7861; 1/R factor: semilocal 1.0655, true 0.9789
e^2 1.4400 eV nm; confinement times R^2 2.709 eV nm^2
R  2 nm: confinement 0.6773, I-A semilocal 1.944, true 2.482 eV
R  4 nm: confinement 0.1693, I-A semilocal 1.053, true 1.622 eV
R  8 nm: confinement 0.0423, I-A semilocal 0.734, true 1.319 eV
R 16 nm: confinement 0.0106, I-A semilocal 0.606, true 1.199 eV
R 32 nm: confinement 0.0026, I-A semilocal 0.551, true 1.147 eV
R 64 nm: confinement 0.0007, I-A semilocal 0.525, true 1.123 eV
semilocal dot equals bulk true gap at R 3.76 nm
  there: true dot I-A 1.667 eV
  same radius with oxide (permittivity 4.0) 2.54 nm
Neglected effects at that vacuum radius:
  envelope relaxation -0.72 meV (at 64 nm -0.39 meV)
  anisotropic electron mass -2.1 meV
  leakage, 3.0 eV barrier -20.2 meV
  oxide surround -287 meV
  local-exchange self-term -0.173 meV
  thermal energy at 300 K 25.9 meV
  field inside surface 0.085 MV/cm, outside 1.02 MV/cm
tests ok
```
